Brillouin's theorem for term-dependent Hartree-Fock states and its unprotected substitutions

**The form fixed by symmetry**

An orbital of an atom in LS coupling is a radial function P_nl(r)/r times a spherical harmonic Y_lm and a spin function of projection σ. All orbitals of a subshell share one radial function. Changing it therefore changes every orbital of the subshell in the same way, whatever m and σ. The change cannot carry orbital or spin angular momentum. To first order it must act on the state through the scalar operator

E = Σ_mσ a†(n'lmσ) a(nlmσ),   (1)

where a† and a create and annihilate electrons. Stationarity with respect to P_nl can thus say something about the single vector EΦ, but it cannot control separately all the ways of coupling n'l to the electrons left behind. This is the content of the theorem and of its limitation.

**Setting**

Hartree atomic units are used. The nucleus is a fixed point charge Z, and the Hamiltonian is nonrelativistic:

H = Σ_i (−½∇_i² − Z/r_i) + Σ_{i<j} 1/r_ij.

Φ is a normalized state of one configuration with given L and S. It is a fixed combination of determinants, with real coefficients set by angular momentum coupling. Radial functions are real, and those of equal l are orthonormal. The energy W = ⟨Φ|H|Φ⟩ is stationary under every change of the radial functions that keeps them orthonormal. Because W belongs to this particular term, so do the radial functions.

Let P_n'l be any normalized function orthogonal to all occupied radial functions of the same l, with subshell n'l empty in Φ. It need not be an eigenfunction of a Hartree-Fock operator.

**Lemma 1 (radial rotation).** With κ = E − E†, the state exp(θκ)Φ is Φ with P_nl replaced by cosθ P_nl + sinθ P_n'l, and with unchanged coupling.

Proof. From [a†_p a_q, a†_r] = δ_qr a†_p one finds

[κ, a†(nlmσ)] = a†(n'lmσ),
[κ, a†(n'lmσ)] = −a†(nlmσ).

Let A(θ) and B(θ) be exp(θκ) a† exp(−θκ) for nlmσ and n'lmσ. Then dA/dθ = B and dB/dθ = −A, so

A(θ) = cosθ a†(nlmσ) + sinθ a†(n'lmσ).

Since κ annihilates the vacuum, exp(θκ) applied to a product of creation operators on the vacuum transforms each factor in this way. The coefficients of the determinants are untouched. ∎

**Theorem (Brillouin).** Under the stated assumptions,

⟨Φ|H E|Φ⟩ = 0.   (2)

Proof. The rotation keeps the radial functions orthonormal, so it is an allowed variation. All matrix elements are real, hence at θ = 0

dW/dθ = ⟨κΦ|H|Φ⟩ + ⟨Φ|H|κΦ⟩ = 2⟨Φ|H κ|Φ⟩.

The operator E† annihilates an electron in n'l, which is empty, so E†Φ = 0 and κΦ = EΦ. Therefore

dW/dθ = 2⟨Φ|H E|Φ⟩.   (3)

The left side vanishes by stationarity. ∎

The proof needs a stationary energy, not a minimum. If n'l were a partly filled subshell of Φ, E†Φ could differ from zero, and the same argument would give only ⟨Φ|H(E − E†)|Φ⟩ = 0. A substitution that changes l is not a radial variation and lies outside the theorem.

**Lemma 2 (the protected combination).** Let nl be an open subshell l^w outside closed subshells. Its antisymmetric state can be written with electron w separated:

Φ(1…w) = Σ_p c_p |[l^(w−1) p](1…w−1), l(w); LS⟩, Σ_p c_p² = 1.   (4)

Here p labels the parent terms, and the c_p are coefficients of fractional parentage. Then

EΦ = √w Σ_p c_p |l^(w−1)(p) n'l; LS⟩,   (5)

with normalized antisymmetric states on the right.

Proof. Acting on w electrons, E is a sum of w terms, each replacing the radial function of one electron. Replacement for electron w gives (4) with n'l(w) in place of l(w); antisymmetry fixes the others. A normalized state with one electron in n'l is 1/√w times a sum of w such terms, which are mutually orthogonal because different electrons occupy n'l. The factor left over is √w. Closed subshells are spectators. ∎

Define M_p = ⟨l^(w−1)(p) n'l; LS|H|Φ⟩. Equations (2) and (5) give

Σ_p c_p M_p = 0.   (6)

If there is one parent, its M_p vanishes. If there are several, the theorem protects the combination with coefficients c_p. Combinations orthogonal to it have a changed parent coupling, and (6) places no condition on them.

**Proposition 1 (coupling to each parent).** Suppose that no LS term occurs more than once in l^w or more than once in l^(w−1), as in all p subshells. Let f^k and e_p^k be the coefficients of the Slater integral F^k(nl,nl) in the energies of the term and of parent p. Then, for w ≥ 2,

M_p = √w c_p Σ_{k>0} (ē^k − e_p^k) R^k,   (7)

ē^k = Σ_p c_p² e_p^k = (1 − 2/w) f^k,   (8)

R^k = ∫∫ P_nl(r)P_n'l(r) (r_<^k / r_>^(k+1)) P_nl(s)² dr ds,

where r_< and r_> are the smaller and larger of r and s.

Proof. H is symmetric in the electrons, so the w terms of the antisymmetrized state on the left of M_p contribute equally. Keeping the one with electron w in n'l gives w/√w = √w. Since P_n'l is orthogonal to P_nl, only operators that act on electron w survive.

Its one-electron energy and its interaction with closed subshells combine into a number h. This holds because a sum over all m and σ of a filled subshell is a scalar, so the resulting one-electron operator is diagonal in m and σ and independent of them.

For the other open-shell electrons use

1/r_iw = Σ_k (r_<^k / r_>^(k+1)) C^k(i)·C^k(w),

where the components of C^k are √(4π/(2k+1)) Y_kq. Each pair gives the radial integral R^k. Let Q_w be the sum of C^k·C^k over all pairs of the w electrons, restricted to orbital momentum l, and Q_(w−1) the sum over pairs among the first w−1. The required angular operator is Q_w − Q_(w−1).

Q_w commutes with L, S and permutations. As the term is unique, Q_wΦ = f^kΦ. For the same reason Q_(w−1) has the value e_p^k in parent p. The angular element is (f^k − e_p^k)c_p, and

M_p = √w c_p [h + Σ_k (f^k − e_p^k)R^k].   (9)

Multiply by c_p and sum. Equation (6) gives

0 = h + Σ_k (f^k − ē^k)R^k.

Subtracting this from the bracket in (9) leaves Σ_k (ē^k − e_p^k)R^k. The term k = 0 drops out because e_p^0 = (w−1)(w−2)/2 counts pairs and is the same for every parent. This proves (7).

For (8), Σ_p c_p² e_p^k is the expectation value of Q_(w−1). By antisymmetry every pair contributes equally to the expectation value of Q_w, so the result is f^k times the ratio of pair numbers, [(w−1)(w−2)/2]/[w(w−1)/2] = (w−2)/w. ∎

Thus Φ couples to a parent through the deviations of that parent's coefficients e_p^k from their weighted means, each multiplied by R^k. In a p subshell, where only k = 2 contributes, this deviation is proportional to that of the parent's electrostatic energy. A substitution may be unprotected and still have zero coupling. In a p subshell only k = 2 remains in (7), so all M_p are proportional to the vector c_p(ē² − e_p²). Any combination orthogonal to this vector is uncoupled, whether or not it is the protected one.

If the term of Φ or one of its parents is repeated, Q_w or Q_(w−1) can mix the repeated terms, and f or e becomes a matrix. Equation (7) then need not hold in its simple form, while theorem (2) stands for any fixed combination of the repeated terms. A repeated term elsewhere in the subshell does no harm: (7) holds for d³ ⁴F, although ²D occurs twice in d³.

**The numbers for p³**

For one p electron,

⟨0|C²_0|0⟩ = (3/2)∫_{−1}^{1} x²(3x²−1)/2 dx = 2/5.

The trace over m is zero, so the values for m = ±1 are −1/5. The off-diagonal element has magnitude

|⟨1|C²_1|0⟩| = √(3/2) √(3/(8π)) √(3/(4π)) 2π ∫_{−1}^{1} x²(1−x²) dx = √3/5,

since the last integral is 4/15. Two p electrons with m = 1 and m = 0 have the direct coefficient (−1/5)(2/5) = −2/25. For parallel spins exchange subtracts 3/25.

For p², the ³P determinant with these two parallel-spin electrons gives e = −5/25. The ¹D determinant with both electrons in m = 1 gives (−1/5)² = 1/25. Over the nine orbital product states, the trace of C²·C² is zero, with D, P and S counted 5, 3 and 1 times:

5(1/25) + 3(−5/25) + e(¹S) = 0, so e(¹S) = 10/25.

For p³ ⁴S every pair is ³P, and f = 3(−5/25) = −15/25. The ²D determinant with m = 1 spin up, m = 1 spin down and m = 0 spin up gives f = (1 − 5 − 2)/25 = −6/25.

For ²P use the average over all states. The p² average is [9(−5) + 5(1) + 1(10)]/(15·25) = −2/25. Over the determinants of p³ each pair of spin orbitals appears equally often, so three pairs give f_av = −6/25. The multiplicities of ⁴S, ²D, ²P are 4, 10, 6, and

4(−15) + 10(−6) + 6·25f(²P) = 20(−6), so f(²P) = 0.

The parent weights follow too. For total spin ½ the three pair products s_i·s_j sum to (3/4 − 9/4)/2 = −3/4, or −1/4 per pair. A triplet pair has 1/4 and a singlet pair −3/4, so the triplet weight t obeys t/4 − 3(1−t)/4 = −1/4, or t = ½.

For ²D the parent ¹S is excluded by orbital coupling, so ³P and ¹D have weight ½ each. For ²P, let x and y be the weights of ¹D and ¹S. Then x + y = ½, and (8) with f = 0 gives −5/2 + x + 10y = 0. Hence y = 2/9 and x = 5/18. For ⁴S the one parent is ³P.

**Proposition 2 (a closed ns² subshell).** Let Φ contain closed subshells, among them ns², and one open subshell p^w with spin S and radial function np. For ns → n's the state with the pair ns n's coupled to ¹S is protected. If S > 0, the state with the pair coupled to ³S and then with p^w to the original LS has

|M| = (1/3)√(2S(S+1)) |R¹(ns np; np n's)|,   (10)

where R¹ contains the product P_ns P_np at one radius and P_np P_n's at the other.

Proof. Write s for ns and s' for n's. Since E is a spin scalar, E applied to s² gives the singlet pair, and (2) protects it. Terms of H acting only on s, s' and closed subshells, and the direct interaction with p^w, are also spin scalars on the pair. They cannot produce the triplet. There remains exchange with the open subshell:

X = (R¹/3) Σ a†(mσ) a†(s'σ') a(mσ') a(sσ),

summed over m, σ, σ', where m labels np orbitals. The factor 1/3 comes from k = 1: each angular integral between s and p is 1/√3 times an overlap of harmonics with l = 1, and the sum over q gives δ_mm'. Anticommuting a†(s'σ') to the front changes the sign; moving a(sσ) past two operators does not:

X = −(R¹/3) Σ [a†(s'σ')a(sσ)][a†(mσ)a(mσ')].

The exchange of two spin indices equals ½(1 + τ·τ'), with τ and τ' the Pauli matrices of the two spins. Hence

X = −(R¹/3)[½ E N_p + 2 t·S_p], t = ½ Σ a†(s'σ') τ_σ'σ a(sσ),

where N_p and S_p are the electron number and spin of the open subshell. The first term yields the singlet. For the second,

t_z a†(s↑)a†(s↓)|0⟩ = ½[a†(s'↑)a†(s↓) − a†(s↑)a†(s'↓)]|0⟩,

which is a triplet of squared norm ½. By rotation t_x and t_y give the other two Cartesian triplet states with the same norm. The squared norm of t·S_pΦ is therefore ½S(S+1). The operator t·S_p is a scalar, and S_p does not change the term of p^w, so the vector lies wholly along the stated triplet state. Its coupling has magnitude (2/3)|R¹|√(S(S+1)/2), which is (10). ∎

Here a closed subshell, whose own substitution has a single parent ²S, still offers an unprotected state: the open subshell lets the pair be recoupled. The coupling disappears when S = 0, for then no triplet can be combined with p^w to give the original spin.

**Proposition 3 (orbitals of the configuration average).** If the orbitals of closed subshells plus p^w make the configuration-average energy stationary instead of W, the normalized protected state couples to Φ by

⟨Φ|H E|Φ⟩/√w = 2(f² − f²_av)R²/√w.   (11)

Proof. For given radial functions, W − W_av = (f² − f²_av)F²(np,np), because all other energy terms are common to the terms of p^w. F² contains P_np four times, and by symmetry each replacement gives R², so dF²/dθ = 4R². With dW_av/dθ = 0,

dW/dθ = 4(f² − f²_av)R².   (12)

Equation (3) and division by √w give (11). ∎

For p³ ²D, f² = f²_av, so average orbitals satisfy (2). For ²P and ⁴S they do so for np → n'p only where R² vanishes. For ns → n's they satisfy (2) in every term, because F²(np,np) does not contain P_ns.

**Example: the silicon ion Si⁷⁺**

The configuration 1s²2s²2p³ has terms with one, two and three parents. Each term was solved separately in nonrelativistic Hartree-Fock, with 20 Laguerre functions for each l. The function 3p is the second eigenfunction of the p-electron Hartree-Fock operator with the 2p–2p interaction written as a local potential (k = 0 with weight 2, k = 2 with weight 2f²/3), so that 3p moves in the field of the other six electrons. The function 3s is the third eigenfunction of the operator common to 1s and 2s. Stationarity fixes the p operator only in its action on 2p, so 3p, and with it R², the M_p and the mixing below, depend on this choice. Writing the same interaction as direct minus exchange leaves 2p and W unchanged but gives |R²| = 0.164 hartree for ²P in place of 0.180. The sign of R² depends on the arbitrary signs of 2p and 3p, and parent states have phases that make c_p positive.

For ²P the energy is −262.0728 hartree and R² = 0.18010 hartree. Since ē² = 0, (7) gives, in hartree,

M(³P) = √3 × 0.70711 × (5/25) × 0.18010 = 0.0441,
M(¹D) = √3 × 0.52705 × (−1/25) × 0.18010 = −0.0066,
M(¹S) = √3 × 0.47140 × (−10/25) × 0.18010 = −0.0588.

None vanishes, yet the protected sum does. With the printed couplings,

0.70711(0.044115) + 0.52705(−0.006576) + 0.47140(−0.058820)
= 0.03119 − 0.00347 − 0.02773 = 0.0000 hartree

within rounding; computed directly, the normalized protected coupling is about 4×10⁻¹¹ hartree. Another p function, chosen within the same Laguerre basis and orthogonal to 2p but not an eigenfunction of the Hartree-Fock operator, also leaves the protected coupling at numerical zero, while one parent coupling reaches 0.0465 hartree.

For ²D, ē² = −2/25, and ē² − e_p² is 3/25 for ³P and −3/25 for ¹D. With the orbital signs of this term R² = −0.18074 hartree, so M(³P) = √3 × 0.70711 × (3/25) × (−0.18074) = −0.0266 hartree, and with equal weights M(¹D) is the opposite, 0.0266 hartree. For ⁴S the one parent coupling is zero to numerical accuracy.

The substitution 2s → 3s shows that ⁴S is not free of unprotected states. With S = 3/2 and |R¹| = 0.19087 hartree, (10) gives √7.5/3 × 0.19087 = 0.1742 hartree for the triplet pair. For ²P it gives √1.5/3 × 0.18519 = 0.0756 hartree. The singlet couplings are zero to numerical accuracy.

Average orbitals have R² = −0.18074 hartree with their own phases. For ²P, (11) gives

2 × (6/25) × (−0.18074)/√3 = −0.0501 hartree,

so (2) fails: these orbitals do not make the ²P energy stationary, and the theorem does not apply to them. A finite-difference derivative of the energy, −0.1735 hartree, agrees with (12) and, divided by 2√3, with this coupling. The ²P energy from average orbitals lies 0.55 millihartree (15 meV) above the term-dependent one.

Finally, H was diagonalized among ²P Φ and its three 2p²3p parent states, with the term-dependent orbitals. Mixing Φ with the protected state alone would not lower the energy, because their coupling is zero. The four-state calculation lowers it by 0.80 millihartree (22 meV). This figure belongs to the 3p function chosen above; the direct-minus-exchange 3p gives 0.66 millihartree. The unprotected states enter with total amplitude 1.1×10⁻², the protected one with an amplitude of magnitude 2.3×10⁻⁴. The latter is not zero: in the eigenvalue equation its row has no term from Φ, so it is fed only by the coupling of the protected state to the unprotected ones. Of the two unprotected combinations, only the one along c_p(ē² − e_p²) is coupled directly to Φ. Brillouin's theorem removes the direct coupling, not every admixture.

The numerical check builds the coupled states from determinants by diagonalizing angular momenta, independently of the parentage formulas used here.

Computed results

```
Nuclear charge 14, electrons 7, hartree = 27.211386 eV
25 x F2 coefficient, 2p3 terms: 4S -15.000, 2D -6.000, 2P 0.000 , average -6.000
25 x F2 coefficient, 2p2 parents: 3P -5.000, 1D 1.000, 1S 10.000
4S: E = -262.628874 hartree, R2(2p2p;3p2p) = 0.181699 hartree
4S: protected 2p->3p coupling, size = 4.5e-11 hartree
   parent 3P: c^2 = 1.000000, c = 1.000000, M = 4.5e-11 (size) hartree
   2s->3s: |R1(2s2p;2p3s)| = 0.190867, singlet |M| = 1.7e-10, triplet |M| = 0.174237 hartree
2D: E = -262.294389 hartree, R2(2p2p;3p2p) = -0.180737 hartree
2D: protected 2p->3p coupling, size = 4.2e-11 hartree
   parent 3P: c^2 = 0.500000, c = 0.707107, M = -0.026563 hartree
   parent 1D: c^2 = 0.500000, c = 0.707107, M = 0.026563 hartree
   2s->3s: |R1(2s2p;2p3s)| = 0.187475, singlet |M| = 1.7e-10, triplet |M| = 0.076536 hartree
2P: E = -262.072776 hartree, R2(2p2p;3p2p) = 0.180099 hartree
2P: protected 2p->3p coupling, size = 4.0e-11 hartree
   parent 3P: c^2 = 0.500000, c = 0.707107, M = 0.044115 hartree
   parent 1D: c^2 = 0.277778, c = 0.527046, M = -0.006576 hartree
   parent 1S: c^2 = 0.222222, c = 0.471405, M = -0.058820 hartree
   2s->3s: |R1(2s2p;2p3s)| = 0.185188, singlet |M| = 1.7e-10, triplet |M| = 0.075603 hartree
2P, arbitrary p function: protected |M| = 1.1e-10, largest parent |M| = 0.046537 hartree
2P, average orbitals: R2 = -0.180737, protected M = -0.050087 hartree
2P, average orbitals: dE/dtheta = -0.17351 hartree, dE/dtheta/(2 sqrt 3) = -0.05009 hartree
2P, average orbitals: E = -262.072225 hartree, above term-dependent E by 0.5509 millihartree = 0.01499 eV
2P, 4-state mixing: lowering = 0.79878 millihartree = 21.7359 meV
2P, 4-state mixing: protected amplitude = -2.259e-04, unprotected amplitude = 1.082e-02
```
